Why Intermixing Lowers Coherent Misfit Energy, and What Opposes It

**1. Definitions and conventions**

A flat film of a substitutional alloy lies on a thick (001) substrate. The depth z is measured downward from the free surface, and x(z) is the fraction of sites occupied by solute, averaged over the plane. Pure substrate has x = 0. The solute per area, expressed as an equivalent thickness of pure solute, is

N = ∫ x dz.

Intermixing exchanges solute and substrate atoms, so N is fixed. Thickness counts lattice sites in units of the unstrained substrate, so that exchanging atoms does not change the measure of length.

Vegard's law states that the relaxed lattice constant varies linearly with composition:

a(x) = a_s (1 + ε0 x),

where a_s belongs to the substrate and ε0 is the misfit of pure solute. Coherence means that every layer keeps the in-plane lattice constant a_s. To leading order in ε0, a layer of composition x then has in-plane strain

ε = −ε0 x.

The minus sign means compression for an oversized solute. The energy below does not depend on it.

The coherent misfit energy W is the elastic energy per area relative to alloy of the same composition relaxed to its own mean lattice constant. It therefore omits the energy needed to form that alloy from its pure components. The omission decides the answer to a second question, taken up in section 5.

**2. The misfit contribution**

Let both in-plane strains equal ε and let the normal strain be e. With cubic elastic constants C11 and C12, the energy density is

u = ½C11(2ε² + e²) + C12(ε² + 2εe).

The surface is free, so e adjusts until the normal stress vanishes:

∂u/∂e = C11 e + 2C12 ε = 0, hence e = −2C12 ε/C11.

Substitution gives

u = C11 ε² + 2C12² ε²/C11 + C12 ε² − 4C12² ε²/C11 = M ε²,

M = C11 + C12 − 2C12²/C11.

If M does not depend on composition, Vegard's law gives

W = M ε0² ∫ x² dz.

For a uniform layer of thickness h, conservation requires x = N/h, so

W = M (ε0 N/h)² h = M ε0² N²/h.

When the layer spreads from h0 to h, the squared strain changes by (h0/h)² and the strained volume per area by h/h0. Their product is h0/h. The cause is the exponent: if the energy density varied as |ε|^p, W would vary as h^(1−p), and spreading would bring no gain at p = 1. Elasticity has p = 2.

There is an equivalent statement per solute atom. With site volume Ω and B = M ε0² Ω, the misfit energy is Bx² per site. There are x solute atoms per site, so each carries Bx. A solute atom costs less in dilute surroundings because the mean lattice there is less mismatched to the substrate.

**3. Profiles that are not uniform**

Define an effective thickness by

h_eff = N²/∫ x² dz, so that W = M ε0² N²/h_eff.

If the solute is confined to a thickness h, the Cauchy–Schwarz inequality gives

N² = (∫ 1·x dz)² ≤ h ∫ x² dz.

Thus h_eff ≤ h, with equality for a uniform layer. For a given thickness, uniform spreading gives the lowest misfit energy.

Now let the solute diffuse with constant D. Using ∂x/∂t = D x″ and integrating by parts,

dW/dt = 2M ε0² D ∫ x x″ dz = 2M ε0² D { [x x′] − ∫ (x′)² dz }.

The bracket vanishes because x′ = 0 at the surface, where no solute leaves, and x = 0 deep in the substrate. Therefore

dW/dt = −2M ε0² D ∫ (x′)² dz ≤ 0.

Long after the film has lost its original shape, the profile is half a Gaussian:

x = N/√(πDt) · exp(−z²/4Dt).

Its square integrates to

∫ x² dz = N²/(πDt) · ½√(2πDt) = N²/√(2πDt),

so h_eff → √(2πDt), and W falls as t^(−1/2).

**4. The contribution of the substrate: a necessary clamp**

The thick substrate fixes the in-plane lattice constant. To see that this matters, consider a free plate of total thickness H and uniform modulus, with ζ measured from its midplane. It may stretch by e₀ and bend with curvature κ, equal in both in-plane directions:

W = M ∫ (ε0 x − e₀ − κζ)² dζ.

Let m = ∫ ζx dζ. Since ∫ζ dζ = 0 and ∫ζ² dζ = H³/12, minimization gives

e₀ = ε0 N/H, κ = 12 ε0 m/H³,

W = M ε0² [ ∫ x² dζ − N²/H − 12m²/H³ ].

The stretching term is constant during mixing, but the bending term is not. A linear profile x = ½ + ζ/H has ∫x² dζ = H/3, N = H/2 and m = H²/12. The bracket is H/3 − H/4 − H/12 = 0: the plate curves and carries no misfit energy. Diffusion without flux through the faces must flatten the profile there, so it ceases to be linear. At Dt = 0.02 H² the energy has risen from zero to 5.5×10⁻⁴ M ε0² H. With the plate held flat at the substrate lattice constant, the same mixing lowers the energy from 0.333 to 0.305 in the same unit. Mixing therefore need not lower the misfit energy of a free plate that can bend.

For a thin film at the surface of a thick wafer, m has magnitude close to NH/2. The two subtracted terms add to N²/H + 3N²/H = 4N²/H, a fraction 4h/H of the main term. For 2 nm on a 0.5 mm wafer this is 1.6×10⁻⁵, and the clamp is effectively rigid.

**5. The contribution hidden in the reference: atomic-scale strain**

A random alloy contains neighbours of different size. Even when its mean lattice is relaxed, individual bonds remain stretched or compressed. This energy belongs to the formation of the alloy, not to W.

A harmonic model shows its size. Write the occupation of site i as s_i = x + δ_i, where s_i is 0 or 1. For equal springs the relaxed energy is quadratic in the s_i. Its mean part gives Bx². For independent random occupations the cross terms between different sites average to zero, and the variance of each site is x(1−x). The mean energy per site is therefore

E = Bx² + w x(1−x),

where w is set by the lattice and its springs and is taken as equal for all sites, which holds away from a free surface. Dividing by x gives the energy per solute atom:

E/x = Bx + w(1−x) = w + (B − w)x.

With such a common w, dilution lowers the total elastic energy only if w < B.

Take an fcc lattice with equal nearest-neighbour springs, each with a rest length set by the mean size of its two end atoms. In a 256-atom cell with x = 0.25, the relaxed mean strain is 0.2500 ε0, as Vegard's law requires. Equal springs and averaged rest lengths build this linearity into the model, so it is a consistency check and not evidence that real alloys obey the law. If solute filling one layer is smeared smoothly over four, the coherent energy falls to 0.2500 of its initial value, as the 1/h law requires.

Random occupation gives a different total. Averaging over composition waves yields w/B = 1.139 for this lattice, so the predicted factor is

0.25 + 1.139 × 0.75 = 1.104.

Sixty explicit random four-layer films, embedded in the periodic cell and so without a free surface, give 1.101, with a standard error of 0.002. In this periodic cell the misfit part falls fourfold while the total elastic energy rises by about 10 %. Atoms at a free surface relax more easily, which reduces the atomic-scale part there, so in a surface film only a few layers thick the total can fall instead. The ratio w/B also depends on the lattice. In a diamond lattice, where bond angles bend more easily than bonds stretch, a Keating model with constants typical of silicon and germanium gives w/B of about 0.44, and the total then falls to about 0.58 of its initial value. The rise found here belongs to the fcc spring lattice and should not be carried over to Ge/Si. Intermixing lowers the coherent misfit energy, but this alone does not establish that it lowers all elastic energy.

**6. Weighing the terms: germanium on silicon**

Use rough typical values: ε0 = 0.04, a lattice constant of 0.54 nm, and elastic constants midway between the two crystals, C11 = 150 GPa and C12 = 56 GPa. Then M = 164.2 GPa. A pure film of 0.5 nm, about 3.7 atomic layers, is spread uniformly over 2 nm, so x = 0.25 and the misfit falls to 0.010.

The squared strain falls by 0.25² = 0.0625 while the volume grows by 4, and 0.0625 × 4 = 0.25. In energies:

before: W = 164.2 GPa × 0.04² × 0.5 nm = 0.131 J/m² = 0.82 eV/nm²

after: W = 0.25 × 0.82 = 0.205 eV/nm² = 0.033 J/m²

The misfit gain is 0.615 eV/nm². If the same film instead diffuses until √(Dt) = 1 nm, h_eff is 2.56 nm and W = 0.82 × 0.5/2.56 = 0.16 eV/nm². The late-time law gives 2.51 nm, already within about 2 %.

The other changes for the uniform 2 nm layer follow from rough estimates.

Mixing enthalpy: take w = 30 meV, now the full mixing parameter, including atomic-scale strain and bonding. With Ω = 0.0197 nm³ there are h/Ω ≈ 102 sites per nm², and w x(1−x)h/Ω = +0.57 eV/nm². This nearly cancels the misfit gain, because B = 32.3 meV is close to w. The remainder, −0.04 eV/nm², is too small for these inputs to fix its sign.

Mixing entropy: for random mixing at 900 K, where kT = 77.6 meV,

−TS = kT (h/Ω)[x ln x + (1−x) ln(1−x)] = −4.43 eV/nm².

Surface energy: suppose a silicon surface costs 0.3 J/m² more than a germanium surface, with linear variation between them. Reducing the surface fraction from 1 to 0.25 costs 0.3 × 0.75 J/m² = +1.40 eV/nm². This gap amounts to about 0.27 eV per surface site, some 3.5 kT at 900 K, so the same inputs favour a top layer that stays about 90 % germanium. That avoids most of this cost, leaving about 0.2 eV/nm², and raises the misfit factor from 0.25 to about 0.37. The uniform and plainly diffused profiles ignore this segregation.

The four changes sum to −3.07 eV/nm². Mixing is favoured in this estimate, but chiefly by entropy, whose term is about seven times the misfit gain.

**7. How far real films move the factor of one quarter**

The Ge/Si misfit is indeed near 4 %, and a flat film of a few layers is a realistic starting point. Real films depart from the model in several ways, each taken alone here. Silicon is stiffer than germanium, with M of 186 against 143 GPa from rounded constants (measured constants give about 180 and 140); linear interpolation changes the energy factor from 0.25 to 0.31. A lattice constant lying below Vegard's line by 0.005 x(1−x), relative to a_s, changes it to 0.205. Measuring strain and site volume from each alloy's own lattice gives 0.243, without nonlinear elastic constants. More generally, uniform spreading lowers W if u(x)/x increases with x.

Coherence must also survive. Two sparse crossed dislocation arrays of spacing p, each line removing a displacement b_e, reduce the misfit f = ε0 x by b_e/p. To first order they release 2M h f b_e/p per area over a line length 2/p per area, or

M h f b_e = M ε0 N b_e per unit length.

This is unchanged by dilution because hf is conserved. The line energy of a 60° dislocation, estimated as G b²(1 − ν/4)/[4π(1 − ν)] · [ln(h/b) + 1] with b = a_s/√2 the Burgers vector length, grows with thickness. With b_e = b/2, a rough shear modulus G = 60 GPa and Poisson ratio ν = 0.25, the ratio of release to cost falls from 0.57 to 0.27. Both values are below one, so in this estimate 60° lines cost more than they release. The first is only indicative: a 0.5 nm film is barely thicker than b, so its line energy depends strongly on the added constant 1, which stands for the dislocation core. A 90° edge line has b_e = b and no factor (1 − ν/4); the same estimate then gives 1.06 and 0.51. The rough G and ν also correspond to a stiffer medium than M = 164 GPa, and matching them would raise all these ratios by about a quarter. Coherence of the starting film is therefore marginal on energy grounds, while dilution moves the film toward stability.

Flatness can fail as well. Germanium on silicon forms islands once the film exceeds a few layers, and islands relax sideways, which the present W does not allow. That effect is not sized here. Nor do these energies give the rate of intermixing: they compare two states, and slow diffusion can leave a favourable state unreached. The numerical output gives the remaining digits and inputs.

Computed values

```
C11, C12 (rough): 150, 56 GPa
biaxial modulus M: 164.2 GPa
e_zz / in-plane strain: -0.747
misfit of pure Ge on Si (rough): 0.040
lattice constant (rough): 0.54 nm
site volume: 0.0197 nm^3
thickness before, after: 0.5, 2.0 nm
atomic layers before: 3.7
fraction after: 0.25; misfit after: 0.010
squared-strain factor: 0.0625
volume factor: 4.0
misfit-energy factor: 0.2500
energy density before: 262.7 MJ/m^3
energy density after: 16.42 MJ/m^3
W before: 0.820 eV/nm^2 = 0.1313 J/m^2
W after: 0.205 eV/nm^2 = 0.0328 J/m^2
W change: -0.615 eV/nm^2
B = M e0^2 site volume: 32.3 meV
diffused film, sqrt(Dt): 1.0 nm
  surface fraction: 0.276
  h_eff: 2.559 nm; late-time law: 2.507 nm
  W: 0.160 eV/nm^2
free plate, linear profile, energy / (M e0^2 H):
  before mixing: 4.6e-33
  after part mixing: 5.50e-04
  same, clamped: 0.3333 -> 0.3054
spring lattice: 256 atoms, 60 random films
  disordered cell x: 0.25
  its relaxed strain / e0: 0.2500
  smooth 1 -> 4 layers, energy factor: 0.2500
  w/B from Fourier average: 1.139
  random 1 -> 4 layers, total factor: 1.101
    standard error: 0.002
    from x + (w/B)(1-x): 1.104
neglected effects, misfit-energy factor becomes:
  M of Si, Ge (rough): 186, 143 GPa
  with varying modulus: 0.307
  with bowing 0.005 (rough): 0.205
  with finite-strain geometry: 0.243
wafer thickness: 0.5 mm
  relative correction to W after: 1.6e-05
shear modulus, Poisson (rough): 60 GPa, 0.25
dislocation energy release / line cost:
  before: 0.57; after: 0.27
mixing parameter w (rough): 30 meV
  mixing enthalpy: +0.57 eV/nm^2
  misfit change + enthalpy: -0.04 eV/nm^2
temperature: 900 K; kT: 77.6 meV
  mixing entropy term -TS: -4.43 eV/nm^2
Si-Ge surface energy gap (rough): 0.3 J/m^2
  surface cost of dilution: +1.40 eV/nm^2
sum of these four changes: -3.07 eV/nm^2
```
